**Thomas–Fermi screening by electrons in ellipsoidal valleys**

The program tests λ⁻² = e²D(E_F)/ε = 4gk_F/(πa*), where λ is the screening length, D the density of states for both spins and all valleys, E_F the Fermi energy, and ε the static permittivity. Here g is the number of valleys, k_F the geometric-mean Fermi radius, and a* the effective Bohr radius formed with the density-of-states mass. It asserts agreement between the closed form and direct integration over the ellipsoids for several densities, valley numbers and mass sets. It also asserts that a numerical solution of the nonlinear radial Poisson equation for a weak charge decays with the same λ. A finite-temperature sum over wave vectors tests the response of one ellipsoid, and further assertions test the cubic small-wave-vector expansion and the low-temperature correction. For six valleys holding 10²⁰ electrons per cm³, the output gives λ = 0.555 nm at zero temperature and 0.597 nm at 300 K. It also shows that 1/λ exceeds 2k_F and that the magnitude of the potential energy at distance λ from a unit charge, taken from the exponential law, exceeds E_F, so the exponential law is a rough description of a single donor in this example.

## Verification by program

```python
"""Thomas-Fermi screening by degenerate electrons in ellipsoidal valleys.

Result under test:
    lambda^-2 = e^2 D(E_F)/(eps0 eps_r) = 4 g k_F/(pi a_star)
g: number of valleys; n: total electron density; D: density of states
(both spins, all valleys); m_d: geometric mean of the three masses;
k_F = (3 pi^2 n/g)^(1/3); a_star = a_0 eps_r/m_d (effective Bohr radius).
Units: nm, eV, and free-electron masses. Temperature zero unless stated.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_bvp
from scipy.optimize import brentq

H = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18       # hbar^2/(2 m0), eV nm^2
COULOMB = sc.e / sc.epsilon_0 * 1e9               # e^2/eps0, eV nm
A0 = sc.physical_constants["Bohr radius"][0] * 1e9

# Angular quadrature over the unit sphere
u, wu = np.polynomial.legendre.leggauss(80)
phi = 2 * np.pi * np.arange(80) / 80
U, PHI = np.meshgrid(u, phi, indexing="ij")
W = wu[:, None] * np.full((1, 80), 2 * np.pi / 80)
SIN = np.sqrt(1 - U**2)
DIRECTIONS = (SIN * np.cos(PHI), SIN * np.sin(PHI), U)


def density_and_dos(energy, valleys):
    """Integrate over the actual ellipsoids, without rescaling k."""
    n_total = dos_total = 0.0
    for masses in valleys:
        inverse_mass = sum(d**2 / m for d, m in zip(DIRECTIONS, masses))
        k = np.sqrt(energy / (H * inverse_mass))
        slope = 2 * H * inverse_mass * k
        n_total += 2 / (2 * np.pi)**3 * np.sum(W * k**3 / 3)
        dos_total += 2 / (2 * np.pi)**3 * np.sum(W * k**2 / slope)
    return n_total, dos_total


def closed_form(n, g, m_d, eps_r):
    k_f = (3 * np.pi**2 * n / g)**(1 / 3)
    a_star = A0 * eps_r / m_d
    return k_f, H * k_f**2 / m_d, np.sqrt(np.pi * a_star / (4 * g * k_f))


def from_definition(n, valleys, eps_r):
    e_f = brentq(lambda e: density_and_dos(e, valleys)[0] - n,
                 1e-6, 20, xtol=1e-14)
    dos = density_and_dos(e_f, valleys)[1]
    return e_f, dos, 1 / np.sqrt(COULOMB * dos / eps_r)


# Closed form against integration over ellipsoids, including unequal masses
for n_test in (0.01, 0.1, 1.0):
    for g_test in (1, 4, 6):
        for masses in ((0.1, 0.3, 1.2), (0.2, 0.2, 1.0)):
            m_test = np.prod(masses)**(1 / 3)
            e_num, d_num, l_num = from_definition(n_test, [masses] * g_test, 12)
            _, e_formula, l_formula = closed_form(n_test, g_test, m_test, 12)
            assert abs(e_num / e_formula - 1) < 1e-8
            assert abs(l_num / l_formula - 1) < 1e-8
            assert abs(d_num / (1.5 * n_test / e_formula) - 1) < 1e-8

# Worked model
g, m_l, m_t, eps_r, n = 6, 1.0, 0.2, 12.0, 0.1
valleys = [(m_l, m_t, m_t), (m_t, m_l, m_t), (m_t, m_t, m_l)] * 2
m_d = (m_l * m_t**2)**(1 / 3)
m_c = 3 / (1 / m_l + 2 / m_t)
k_f, e_f, lam = closed_form(n, g, m_d, eps_r)
e_num, dos, lam_num = from_definition(n, valleys, eps_r)
assert abs(lam_num / lam - 1) < 1e-8

# Nonlinear radial Poisson equation for a weak charge; r*potential = A*s
amplitude = 1e-4
source = COULOMB * n / (eps_r * e_f)


def radial_equation(r, y):
    change = (1 + amplitude * y[0] / r)**1.5 - 1
    return np.vstack((y[1], r * source * change / amplitude))


r_grid = np.linspace(0.1, 8, 300)
guess = np.vstack((np.exp(-r_grid), -np.exp(-r_grid)))
solution = solve_bvp(radial_equation,
                     lambda left, right: np.array([left[0] - 1, right[0]]),
                     r_grid, guess, tol=1e-7, max_nodes=20000)
assert solution.success
s_1, s_2 = solution.sol(1.0)[0], solution.sol(2.0)[0]
lam_poisson = 1 / np.log(s_1 / s_2)
assert abs(lam_poisson / lam - 1) < 1e-3


def lindhard(x):
    return 0.5 + (1 - x*x) / (4*x) * np.log(abs((1 + x) / (1 - x)))


# Response of one ellipsoid from a k-space sum at finite temperature.
# Here energies are in E_F, and k_F = 1.
ratios = m_d / np.array([m_t, m_t, m_l])
temperature, step = 0.1, 0.06
axis = np.arange(-45, 46) * step
KX, KY, KZ = np.meshgrid(*(axis / np.sqrt(r) for r in ratios),
                         indexing="ij", sparse=True)


def response_sum(q):
    def energy(sign):
        return sum(r * (k + sign * qi / 2)**2
                   for r, k, qi in zip(ratios, (KX, KY, KZ), q))
    lower, upper = energy(-1), energy(1)
    d = (upper - lower) / (2 * temperature)
    d = np.where(abs(d) < 1e-6, 1e-6, d)
    # Stable form of (f_lower - f_upper)/(E_upper - E_lower)
    quotient = np.sinh(d) / d / (4 * temperature
               * np.cosh((lower - 1) / (2 * temperature))
               * np.cosh((upper - 1) / (2 * temperature)))
    return 2 / (2 * np.pi)**3 * step**3 * quotient.sum()


def smeared(function, break_point):
    def integrand(e):
        weight = 1 / (4 * temperature
                      * np.cosh((e - 1) / (2 * temperature))**2)
        return weight * function(e)
    return quad(integrand, 0, 4, points=[break_point, 1.0],
                limit=300, epsabs=1e-11, epsrel=1e-9)[0]


thermal_dos = smeared(lambda e: np.sqrt(e) / (2 * np.pi**2), 0.5)
response_error = 0.0
for direction in ((1, 0, 0), (0, 0, 1), (1, 1, 1)):
    unit = np.array(direction) / np.linalg.norm(direction)
    for q_size in (0.05, 0.8):
        q = q_size * unit
        q_scaled = np.sqrt(np.sum(ratios * q**2))
        expected = smeared(lambda e: np.sqrt(e) / (2 * np.pi**2)
                           * lindhard(q_scaled / (2 * np.sqrt(e))),
                           q_scaled**2 / 4)
        direct = response_sum(q)
        response_error = max(response_error, abs(direct / expected - 1))
        if q_size == 0.05:
            assert abs(direct / thermal_dos - 1) < 1e-3
assert response_error < 1e-5


def cubic_response(q_size, direction):
    unit = np.array(direction) / np.linalg.norm(direction)
    values = []
    for masses in valleys:
        q_scaled = q_size * np.sqrt(np.sum(m_d * unit**2 / np.array(masses)))
        values.append(lindhard(q_scaled / (2 * k_f)))
    return np.mean(values)


q_small = 0.2 * k_f
expansion = 1 - m_d / m_c * q_small**2 / (12 * k_f**2)
for direction in ((1, 0, 0), (1, 1, 0), (1, 1, 1)):
    # The omitted fourth-order term is about 1e-5 here.
    assert abs(cubic_response(q_small, direction) - expansion) < 3e-5


def thermal_ratio(t):
    """(dn/dmu)/D(E_F) at fixed density; t = kT/E_F."""
    def moment(mu, power):
        return quad(lambda y: max(mu + t*y, 0)**power / (4*np.cosh(y/2)**2),
                    max(-mu / t, -40), 40, limit=300,
                    epsabs=1e-11, epsrel=1e-10)[0]
    mu = brentq(lambda x: moment(x, 1.5) - 1, 0.1, 1.2, xtol=1e-12)
    return moment(mu, 0.5), mu


t_low = 0.03
low_ratio = thermal_ratio(t_low)[0]
assert abs(low_ratio - (1 - np.pi**2 * t_low**2 / 12)) < 2e-5

kt = sc.k * 300 / sc.e
ratio_300, mu_300 = thermal_ratio(kt / e_f)
lam_one = from_definition(n, [(m_l, m_t, m_t)], eps_r)[2]
assert abs(lam_one / lam - g**(1 / 3)) < 1e-7
lam_wrong = closed_form(n, g, m_c, eps_r)[2]
q_tf = 1 / lam
unit_energy = COULOMB / (4 * np.pi * eps_r * lam) * np.exp(-1)

print(f"hbar^2/(2 m0) = {H:.6f} eV nm^2")
print(f"e^2/eps0 = {COULOMB:.5f} eV nm")
print(f"Bohr radius a_0 = {A0:.6f} nm")
print(f"Number of valleys g = {g}")
print(f"Longitudinal mass = {m_l:.3f} m0")
print(f"Transverse mass = {m_t:.3f} m0")
print(f"Relative permittivity = {eps_r:.1f}")
print(f"Electron density n = {n:.3f} nm^-3")
print(f"Electron density n = {n * 1e21:.3e} cm^-3")
print(f"Density-of-states mass m_d = {m_d:.5f} m0")
print(f"Conductivity mass m_c = {m_c:.5f} m0")
print(f"Mean Fermi radius k_F = {k_f:.5f} nm^-1")
print(f"Fermi energy E_F = {e_f:.5f} eV")
print(f"D(E_F), ellipsoid integral = {dos:.5f} eV^-1 nm^-3")
print(f"Effective Bohr radius a_star = {A0 * eps_r / m_d:.5f} nm")
print(f"lambda, closed form = {lam:.5f} nm")
print(f"lambda, closed form = {lam * 10:.4f} angstrom")
print(f"lambda, ellipsoid integral = {lam_num:.5f} nm")
print(f"lambda, nonlinear Poisson decay = {lam_poisson:.5f} nm")
print(f"lambda, one valley at same n and m_d = {lam_one:.5f} nm")
print(f"lambda, wrongly using m_c = {lam_wrong:.5f} nm")
print(f"1/lambda = {q_tf:.5f} nm^-1")
print(f"2 k_F = {2 * k_f:.5f} nm^-1")
print(f"1/(2 k_F lambda) = {q_tf / (2 * k_f):.4f}")
print(f"Response/D at q=1/lambda, [100] = {cubic_response(q_tf, (1,0,0)):.4f}")
print(f"Response/D at q=1/lambda, [111] = {cubic_response(q_tf, (1,1,1)):.4f}")
print(f"|Potential energy| at lambda, unit charge = {unit_energy:.5f} eV")
print(f"That energy divided by E_F = {unit_energy / e_f:.4f}")
print(f"kT at 300 K = {kt:.5f} eV")
print(f"kT/E_F at 300 K = {kt / e_f:.4f}")
print(f"Chemical potential at 300 K = {mu_300 * e_f:.5f} eV")
print(f"(dn/dmu)/D(E_F) at 300 K, full = {ratio_300:.5f}")
print(f"Same, quadratic formula = {1 - np.pi**2 * (kt / e_f)**2 / 12:.5f}")
print(f"lambda at 300 K, full statistics = {lam / np.sqrt(ratio_300):.5f} nm")
print(f"Largest relative error, response test = {response_error:.1e}")
print("OK")
```

It prints:

```
hbar^2/(2 m0) = 0.038100 eV nm^2
e^2/eps0 = 18.09513 eV nm
Bohr radius a_0 = 0.052918 nm
Number of valleys g = 6
Longitudinal mass = 1.000 m0
Transverse mass = 0.200 m0
Relative permittivity = 12.0
Electron density n = 0.100 nm^-3
Electron density n = 1.000e+20 cm^-3
Density-of-states mass m_d = 0.34200 m0
Conductivity mass m_c = 0.27273 m0
Mean Fermi radius k_F = 0.79024 nm^-1
Fermi energy E_F = 0.06957 eV
D(E_F), ellipsoid integral = 2.15613 eV^-1 nm^-3
Effective Bohr radius a_star = 1.85679 nm
lambda, closed form = 0.55459 nm
lambda, closed form = 5.5459 angstrom
lambda, ellipsoid integral = 0.55459 nm
lambda, nonlinear Poisson decay = 0.55459 nm
lambda, one valley at same n and m_d = 1.00776 nm
lambda, wrongly using m_c = 0.62104 nm
1/lambda = 1.80313 nm^-1
2 k_F = 1.58047 nm^-1
1/(2 k_F lambda) = 1.1409
Response/D at q=1/lambda, [100] = 0.3895
Response/D at q=1/lambda, [111] = 0.2396
|Potential energy| at lambda, unit charge = 0.07960 eV
That energy divided by E_F = 1.1442
kT at 300 K = 0.02585 eV
kT/E_F at 300 K = 0.3716
Chemical potential at 300 K = 0.06010 eV
(dn/dmu)/D(E_F) at 300 K, full = 0.86282
Same, quadratic formula = 0.88643
lambda at 300 K, full statistics = 0.59705 nm
Largest relative error, response test = 1.2e-07
OK
```
